# Fermi Level of a Quenched Semiconductor with Conserved Defect Totals, part 1

(Sections cited here and not found follow in the second part.)

## Part I. Equilibrium with and without conserved defects

A semiconductor is annealed at a temperature $T_a$, where its point defects form and disappear freely, and is then cooled quickly to a lower temperature $T_m$, where its carriers are measured. Atoms stop moving during the cooling, but electrons do not. A vacancy formed at $T_a$ therefore survives, while its charge can still change by exchange of electrons with the bands. The problem is to find the Fermi level at $T_m$ and to compare it with the level obtained if the defects, too, were in equilibrium at $T_m$.

Energies are measured from the top of the valence band, and all concentrations are numbers per volume. The gap is $E_g$. A defect species $D$ has charge states $q$, in units of the elementary charge, with degeneracies $g_q$. Its formation energy at Fermi level $E$ is

$$E_q+qE .$$

In a first-principles calculation, $E_q$ is the energy of the crystal with the defect minus that of the perfect crystal, minus the chemical potentials of atoms added, plus those of atoms removed, with the $q$ released electrons placed at the valence-band top. Corrections for the finite size of a charged cell are included in it.

The following model is used.

- Each species occupies its own sublattice of $M$ sites per volume. Defects do not interact, and they neither react nor disappear during the quench. A complex of defects would be a further species with its own total.
- The values of $E_q$, the gap and the atomic chemical potentials do not depend on temperature. Vibrational entropy is left out.
- Electrons and holes, with densities $n$ and $p$, are dilute enough for Boltzmann statistics.
- Dopants may contribute a fixed charge density $B$, the same in every description compared here.

### (a) Which conditions minimize the free energy?

Write the free energy per volume. Find the conditions for its minimum under charge neutrality, first when the number of defects is free and then when the total of each species is fixed.

**Solution.** Let $c_q$ be the density of one species in charge state $q$, and $C=\sum_q c_q$ its total. In a volume $V$ there are $VM$ sites. The number of ways to distribute the defects and their internal states is

$$W=\frac{(VM)!}{(VM-VC)!\,\prod_q (Vc_q)!}\prod_q g_q^{Vc_q}.$$

Stirling's formula, $\ln N!\simeq N\ln N-N$, applies to each factorial. The terms linear in $N$ cancel because $M=(M-C)+\sum_q c_q$, and the terms in $\ln V$ cancel for the same reason. Hence

$$\frac{\ln W}{V}=M\ln M-(M-C)\ln(M-C)-\sum_q c_q\ln\frac{c_q}{g_q}.$$

The defect part of the free energy is

$$f_D=\sum_q c_qE_q-kT\,\frac{\ln W}{V}.$$

For $N$ conduction electrons the partition function is $(VN_ce^{-E_g/kT})^N/N!$, where

$$N_c=2\left(\frac{2\pi m_e^*kT}{h^2}\right)^{3/2}$$

and $m_e^*$ is the effective mass. Minus $kT$ times its logarithm, divided by $V$, gives the electron term below. Holes are treated alike, with density of states $N_v$. A hole at the valence-band top is an electron removed from that level. The removed electron is counted at the same level, the zero of energy, so no gap energy appears:

$$f_c=n\left[E_g+kT\left(\ln\frac{n}{N_c}-1\right)\right]+p\,kT\left(\ln\frac{p}{N_v}-1\right).$$

Neutrality reads

$$p-n+B+\sum_D\sum_q q\,c_q=0 .$$

Introduce a multiplier $E$ for this constraint and add $E$ times its left side to the free energy. Setting the derivatives with respect to $n$ and $p$ to zero gives

$$E_g+kT\ln\frac{n}{N_c}-E=0,\qquad kT\ln\frac{p}{N_v}+E=0,$$

so that

$$n=N_ce^{-(E_g-E)/kT},\qquad p=N_ve^{-E/kT}.$$

These are the carrier densities at Fermi level $E$. The multiplier is therefore the Fermi level.

For a defect, the derivative of $c_q\ln(c_q/g_q)$ is $\ln(c_q/g_q)+1$, and that of $(M-C)\ln(M-C)$ is $-\ln(M-C)-1$. The two ones cancel. If $\mu_D$ is the multiplier that holds the total of species $D$, the condition is

$$E_q+qE+kT\ln\frac{c_q}{g_q(M-C)}=\mu_D. \tag{1}$$

When the number of defects is free there is no such constraint, and $\mu_D=0$.

These stationary points are minima. For small changes $\delta c_q$ the second-order form of the defect part is

$$kT\left[\sum_q\frac{(\delta c_q)^2}{c_q}+\frac{(\sum_q\delta c_q)^2}{M-C}\right]>0,$$

and the carriers add $kT(\delta n)^2/n+kT(\delta p)^2/p$. The constraints are linear, so they do not spoil this convexity.

### (b) What are the charge-state populations?

Solve condition (1) in both cases. Which information about the formation energies is still needed after the totals have been frozen?

**Solution.** Define the weights and their sum,

$$w_q=g_qe^{-(E_q+qE)/kT},\qquad Z=\sum_q w_q .$$

Condition (1) becomes $c_q=(M-C)w_qe^{\mu_D/kT}$. Summation over $q$ gives

$$C=(M-C)Ze^{\mu_D/kT}. \tag{2}$$

In full equilibrium $\mu_D=0$. Then $C(1+Z)=MZ$, and

$$C^{\rm eq}=\frac{MZ}{1+Z},\qquad c_q^{\rm eq}=\frac{Mw_q}{1+Z}. \tag{3}$$

The one in the denominator is the weight of an empty site. If $Z\ll1$, the dilute form $c_q\simeq Mw_q$ follows.

With $C$ fixed, dividing the expression for $c_q$ by (2) removes both $M-C$ and $\mu_D$:

$$c_q=C\,\frac{w_q}{Z}. \tag{4}$$

The empty-site alternative has gone, because a defect that can change its charge cannot cease to exist. Equation (2) also gives

$$\mu_D=kT\ln\frac{C}{(M-C)Z}. \tag{5}$$

This is the free energy needed to add one defect at the given Fermi level. If it is positive, removing a defect would lower the free energy, but the atomic motion required is blocked.

Adding the same constant to every $E_q$ of a species multiplies all its $w_q$ by one factor. That factor cancels in (4) but not in (3). Once the totals are known, the quenched charge states therefore depend on energy differences between charge states. Full equilibrium also needs the absolute formation energy. The quenched crystal depends on that energy through the totals set at $T_a$, and a measured total could take its place.

A sum over all configurations of five sites, made both without restriction and with two defects present, confirms (3) and (4), including site exclusion.

### (c) Is the Fermi level unique?

Write neutrality as one equation for $E$ in each description, and show that each equation has one solution.

**Solution.** The mean charge of a defect that is present is

$$\bar q_D(E)=\frac{\sum_q q\,w_q}{Z}.$$

The charge density for fixed totals is then

$$\rho_{\rm fr}(E)=p-n+B+\sum_D C_D\bar q_D(E). \tag{6}$$

Since $dw_q/dE=-qw_q/kT$, the quotient rule gives

$$\frac{d\bar q_D}{dE}=-\frac1{kT}\left[\frac{\sum_q q^2w_q}{Z}-\left(\frac{\sum_q qw_q}{Z}\right)^2\right]=-\frac{v_D}{kT},$$

where $v_D$ is the variance of the charge. The carriers obey $dn/dE=n/kT$ and $dp/dE=-p/kT$. Therefore

$$\frac{d\rho_{\rm fr}}{dE}=-R(E),\qquad R=\frac{n+p+\sum_DC_Dv_D}{kT}>0. \tag{7}$$

As $E\to-\infty$ the hole density grows without limit, while the defect charge stays bounded, so $\rho_{\rm fr}\to+\infty$. As $E\to+\infty$ the electrons give $\rho_{\rm fr}\to-\infty$. A continuous, strictly decreasing function with these limits has one zero, called $E_{\rm fr}$.

In full equilibrium,

$$\rho_{\rm eq}(E)=p-n+B+\sum_DC_D^{\rm eq}(E)\,\bar q_D(E). \tag{8}$$

The last term is $M$ times the mean charge per site, $\sum_q qw_q/(1+Z)$. The same differentiation, with $Z$ replaced by $1+Z$ in the denominators, gives minus a variance over $kT$. This variance includes the empty site as an outcome with zero charge. Thus $\rho_{\rm eq}$ also decreases strictly and has one zero, called $E^*$ at temperature $T_m$.

### (d) When do the two Fermi levels differ, and in which direction?

Find a criterion that can be evaluated at $E^*$, without solving for $E_{\rm fr}$.

**Solution.** Evaluate (6) at $E^*$ and subtract (8), which vanishes there. The carriers and $B$ are the same in both expressions and cancel. The mean charge $\bar q_D$ is also common, because (3) and (4) distribute the defects present over charge states in the same proportions $w_q/Z$. What remains is

$$\rho_{\rm fr}(E^*)=S,\qquad S=\sum_D\left[C_D-C_D^{\rm eq}(E^*)\right]\bar q_D(E^*), \tag{9}$$

with every quantity except the frozen $C_D$ taken at $T_m$.

If $S>0$, the frozen crystal would be positively charged at $E^*$. Since $\rho_{\rm fr}$ decreases with $E$, its zero lies higher. If $S<0$ it lies lower, and if $S=0$ it coincides with $E^*$. Hence

$$E_{\rm fr}-E^*\quad\text{has the sign of}\quad S. \tag{10}$$

An excess of positively charged defects raises the Fermi level, and an excess of negatively charged ones lowers it. The charge that counts is the one at $E^*$ and $T_m$, which may differ from the charge during the anneal.

The derivation did not ask how the $C_D$ arose, so species may freeze at different temperatures. Suppose that one species remains mobile and reaches full equilibrium at $T_m$. Its term is then the same in both charge functions at $E^*$ and drops out of $S$. Its slope is still minus a variance over $kT$. Rule (10) therefore holds with the sum restricted to the frozen species.

### (e) How large is the difference?

Relate $S$ to the whole shift, and state when linear response is sufficient.

**Solution.** Since $\rho_{\rm fr}(E_{\rm fr})=0$, integration of (7) from $E^*$ to $E_{\rm fr}$ gives

$$S=\rho_{\rm fr}(E^*)-\rho_{\rm fr}(E_{\rm fr})=\int_{E^*}^{E_{\rm fr}}R(E)\,dE. \tag{11}$$

The excess charge is absorbed partly by carriers and partly by changes in the charge states of the defects. If $R$ hardly changes over the interval, then

$$E_{\rm fr}-E^*\simeq\frac{S}{R(E^*)}.$$

Because $n$, $p$ and the tails of $v_D$ vary exponentially on the scale $kT$, a shift much smaller than $kT$ is sufficient for this estimate. For a larger shift, the variation of $R$ over the interval must be checked.

Equations (10) and (11) were tested on 200 random pairs of a double donor and a double acceptor with a fixed dopant charge. In 85 cases $S$ was positive and in 115 negative. The two Fermi levels were found separately from their neutrality equations, and both statements held in every case.

### (f) Can the totals change while the Fermi level does not?

Give the condition and construct a crystal in which an exact symmetry enforces it.

**Solution.** The condition is $S=0$. It holds if every total already equals its equilibrium value at $T_m$, but also if the charges of the excess defects cancel.

Let a donor have energies $E_q$, and let an acceptor on a sublattice of the same size have the mirrored energies and degeneracies

$$E^{A}_{-q}=E_q+qE_g,\qquad g^A_{-q}=g_q .$$

Let the electron and hole masses be equal, and let $B=0$. At $E=E_g/2$ the acceptor formation energy in state $-q$ is

$$E_q+qE_g-\frac{qE_g}{2}=E_q+\frac{qE_g}{2},$$

which is the donor formation energy in state $q$. The two species then have equal $Z$, equal totals and opposite mean charges, while $n=p$. The crystal is neutral at midgap at every temperature. If both species freeze at the same temperature, the frozen totals are also equal, and their charges still cancel at midgap after the quench. Thus $E_{\rm fr}=E^*=E_g/2$, however much the common total has changed. If the species freeze at different temperatures, their totals are in general unequal, and the quenched level then leaves midgap.

The claim that quenching changes the Fermi level is therefore conditional. Its condition is $S\neq0$, not merely a change in the defect concentrations. The example above rests on an exact mirror symmetry of energies, degeneracies, site densities and masses, which a real crystal does not have. Part (m) shows how small a departure from it destroys the cancellation.

## Part II. A quenched crystal with a native donor and acceptor

The symbols carried over are these. A defect species has $M$ sites per volume, total $C$, charge-state energies $E_q$ at the valence-band top and weights $w_q=g_qe^{-(E_q+qE)/kT}$ with sum $Z$. In full equilibrium $c_q=Mw_q/(1+Z)$; with a conserved total $c_q=Cw_q/Z$. The mean charge is $\bar q$ and its variance is $v$. The carrier densities are $n=N_ce^{-(E_g-E)/kT}$ and $p=N_ve^{-E/kT}$. At the measuring temperature, $E^*$ is the Fermi level of full equilibrium and $E_{\rm fr}$ that of the quenched crystal. Their difference has the sign of

$$S=\sum_D\left[C_D-C_D^{\rm eq}(E^*)\right]\bar q_D(E^*),$$

and $S=\int_{E^*}^{E_{\rm fr}}R\,dE$ with $R=(n+p+\sum_DC_Dv_D)/kT$.

The example is a model with round parameters, not a particular material. The gap is 1.50 eV, $M=2\times10^{22}$ cm⁻³ for each species, and the electron and hole masses are 0.3 and 0.6 free-electron masses. There are no dopants, so $B=0$. The crystal is annealed at 1100 K and measured at 300 K.

The native donor has $E_0=1.90$, $E_{+}=0.50$ and $E_{2+}=-0.70$ eV. The native acceptor has $E_0=2.60$, $E_{-}=2.90$ and $E_{2-}=3.50$ eV. The singly charged states have degeneracy 2 and the others 1. Two charge states have equal formation energy at a transition level. For the donor these levels are

$$\varepsilon(+/0)=E_0-E_+=1.40\ \text{eV},\qquad \varepsilon(2+/+)=E_+-E_{2+}=1.20\ \text{eV}.$$

For the acceptor they are $\varepsilon(0/-)=0.30$ eV and $\varepsilon(-/2-)=0.60$ eV.

### (g) Which defects does the anneal leave behind?

The numerical solution of full neutrality at 1100 K is $E=0.9645$ eV. Verify it from the populations, and find the totals to be frozen.

**Solution.** At 1100 K, $kT=0.09479$ eV. The doubly charged donor costs $-0.70+2(0.9645)=1.229$ eV, so in the dilute limit

$$c_{2+}=2\times10^{22}\,e^{-1.229/0.09479}=4.68\times10^{16}\ \text{cm}^{-3}.$$

The singly charged donor costs $0.50+0.9645=1.4645$ eV. With its degeneracy of 2,

$$c_+=4\times10^{22}\,e^{-1.4645/0.09479}=7.8\times10^{15}\ \text{cm}^{-3}.$$

The neutral fraction is 0.0007. The donor total is $C_D=5.463\times10^{16}$ cm⁻³, of which 86% is doubly charged.

For the acceptor the doubly charged state costs $3.50-1.929=1.571$ eV, which gives $1.27\times10^{15}$ cm⁻³. The singly charged state costs 1.9355 eV and gives $5.4\times10^{13}$ cm⁻³. Their sum is the total $C_A=1.323\times10^{15}$ cm⁻³.

The net defect charge, in units of $10^{16}$ cm⁻³, is

$$2(4.68)+0.78-2(0.127)-0.005=9.88 .$$

The carriers have $n=1.019\times10^{17}$ and $p=3.12\times10^{15}$ cm⁻³, hence $n-p=9.88\times10^{16}$ cm⁻³. The two charges balance. Both totals are far below $M$, which justifies the dilute estimates.

The sign of $S$ decides whether quenching raises or lowers the Fermi level, and the 1100 K anneal of the example has fixed the donor and acceptor totals to be frozen. It remains to find the full-equilibrium and quenched Fermi levels at 300 K, and to examine how the result depends on charge relaxation, freeze-in temperature and the model's assumptions.
